\section*{Dissociation of trimethylaluminium dimers in a dilute vapour}

\section*{Problem}

Trimethylaluminium vapour contains the dimer $D=\mathrm{Al_2(CH_3)_6}$ and the monomer $M=\mathrm{Al(CH_3)_3}$, in equilibrium through
\begin{equation}
D \rightleftharpoons 2M .
\end{equation}
Per mole of dimer, take the standard dissociation enthalpy $\Delta H^\circ=85$ kJ/mol and entropy $\Delta S^\circ=175$ J/(mol K) as given values that hold at the temperature considered, $T=400$ K. The standard pressure is $p^\circ=1$ bar. Treat the vapour as an ideal gas with no other aluminium species.

\begin{enumerate}
\item[(a)] The partial pressures of monomer and dimer add up to $p=0.001$ bar at equilibrium. Derive the fraction $\alpha$ of the original dimers that have dissociated, and calculate it.
\item[(b)] Explain how the result is compatible with the sign of the standard Gibbs energy of dissociation, and compare it with the same vapour at $p=1$ bar.
\item[(c)] How does $\alpha$ change if 0.001 bar is instead the pressure that the undissociated dimer would exert in a closed rigid vessel at 400 K? What does an inert carrier gas do?
\item[(d)] How far does $\alpha$ move if $\Delta H^\circ$ is wrong by 1 kJ/mol?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The fraction dissociated}

\paragraph{Amounts and partial pressures.} Start from one mole of dimer. When a fraction $\alpha$ has dissociated, the amounts in moles are
\begin{equation}
n_D=1-\alpha,\qquad n_M=2\alpha,\qquad n_D+n_M=1+\alpha .
\end{equation}
In an ideal gas each partial pressure is the mole fraction times the total pressure, so
\begin{equation}
p_D=\frac{1-\alpha}{1+\alpha}\,p,\qquad p_M=\frac{2\alpha}{1+\alpha}\,p .
\label{eq:partial}
\end{equation}

\paragraph{Equilibrium condition.} At fixed $T$ and $p$ the equilibrium composition minimizes the Gibbs energy $G=n_D\mu_D+n_M\mu_M$, with the ideal-gas chemical potentials
\begin{equation}
\mu_i=\mu_i^\circ+RT\ln\frac{p_i}{p^\circ}.
\label{eq:mu}
\end{equation}
A change of $\alpha$ alters both the amounts and the chemical potentials. The second effect cancels: since $n_i/p_i=(1+\alpha)/p$ for both species,
\begin{equation}
\sum_i n_i\,d\mu_i=RT\sum_i \frac{n_i}{p_i}\,dp_i
=\frac{RT(1+\alpha)}{p}\,d(p_D+p_M)=0 ,
\end{equation}
because the sum of the partial pressures is fixed. With $dn_D=-d\alpha$ and $dn_M=2\,d\alpha$ there remains
\begin{equation}
\frac{dG}{d\alpha}=2\mu_M-\mu_D
=\Delta G^\circ+RT\ln\frac{p_M^2}{p_D\,p^\circ},
\label{eq:slope}
\end{equation}
where $\Delta G^\circ=2\mu_M^\circ-\mu_D^\circ=\Delta H^\circ-T\Delta S^\circ$. One factor $p^\circ$ survives in the logarithm because two molecules are formed from one. Setting the derivative to zero gives
\begin{equation}
\frac{p_M^2}{p_D\,p^\circ}=K,\qquad K=e^{-\Delta G^\circ/RT}.
\label{eq:K}
\end{equation}

\paragraph{Solving for $\alpha$.} From Eq.~\eqref{eq:partial},
\begin{equation}
\frac{p_M^2}{p_D}
=\frac{4\alpha^2p^2}{(1+\alpha)^2}\,\frac{1+\alpha}{(1-\alpha)\,p}
=\frac{4\alpha^2}{1-\alpha^2}\,p .
\label{eq:ratio}
\end{equation}
Define the dimensionless quantity $\kappa=Kp^\circ/p$. Equation~\eqref{eq:K} becomes
\begin{equation}
\frac{4\alpha^2}{1-\alpha^2}=\kappa
\;\Rightarrow\; 4\alpha^2=\kappa-\kappa\alpha^2
\;\Rightarrow\; \alpha=\sqrt{\frac{\kappa}{\kappa+4}} .
\label{eq:alpha}
\end{equation}
The positive root is taken because $\alpha$ is a fraction between 0 and 1.

This stationary point is a minimum. Inserting Eq.~\eqref{eq:ratio} into Eq.~\eqref{eq:slope} and differentiating once more,
\begin{equation}
\frac{d^2G}{d\alpha^2}
=RT\left[\frac{2}{\alpha}+\frac{2\alpha}{1-\alpha^2}\right]
=\frac{2RT}{\alpha(1-\alpha^2)}>0
\qquad(0<\alpha<1).
\end{equation}
The slope of $G$ therefore rises steadily, from $-\infty$ at $\alpha\to0$ to $+\infty$ at $\alpha\to1$, and crosses zero once.

\paragraph{Numbers.} The standard Gibbs energy is
\begin{equation}
\Delta G^\circ=85.0-400\times0.175=85.0-70.0=15.0\ \text{kJ/mol}.
\end{equation}
With $RT=3.3258$ kJ/mol,
\begin{equation}
K=e^{-15.0/3.3258}=e^{-4.510}=0.0110,\qquad
\kappa=\frac{0.010996\times1}{0.001}=10.996 ,
\end{equation}
and hence
\begin{equation}
\alpha=\sqrt{\frac{10.996}{14.996}}=\sqrt{0.7333}=0.856 .
\end{equation}
About 86 percent of the dimers have dissociated. Direct numerical minimization of $G$, which does not use Eq.~\eqref{eq:alpha}, gives the same value, as the numerical output shows.

The partial pressures are $p_M=9.23\times10^{-4}$ bar and $p_D=7.7\times10^{-5}$ bar. The monomer mole fraction is $2\alpha/(1+\alpha)=0.923$, which is larger than $\alpha$ because each dissociated dimer supplies two molecules. The two numbers answer different questions: 92 percent of the molecules in the vapour are monomers, while 86 percent of the aluminium atoms are in monomers, since $2\alpha$ of the 2 moles of aluminium are found there.

\subsection*{(b) Why a positive standard Gibbs energy does not prevent dissociation}

The value $\Delta G^\circ=+15$ kJ/mol compares pure dimer at 1 bar with pure monomer at 1 bar. To compare them at the pressure $p$ instead, put $p_M=p_D=p$ in Eq.~\eqref{eq:slope}:
\begin{equation}
\Delta G(p)=\Delta G^\circ+RT\ln\frac{p}{p^\circ}=-RT\ln\kappa .
\end{equation}
At 0.001 bar the logarithm is $-6.908$, so
\begin{equation}
\Delta G(p)=15.0-3.3258\times6.908=-8.0\ \text{kJ/mol}.
\end{equation}
Dilution raises the molar entropy of each ideal gas by $R\ln(p^\circ/p)$. Dissociation produces one extra mole of gas, so its entropy grows by this amount once, and that is enough to reverse the sign. The sign of $\Delta G(p)$ does not decide whether any dissociation occurs. Because of the mixing term in Eq.~\eqref{eq:slope}, the slope of $G$ tends to $-\infty$ at $\alpha\to0$, so some dimer dissociates even when $\Delta G(p)>0$. The sign only indicates which side is favoured: $\Delta G(p)=0$ means $\kappa=1$ and $\alpha=1/\sqrt5=0.447$.

At $p=1$ bar, $\kappa=K=0.0110$ and Eq.~\eqref{eq:alpha} gives $\alpha=0.052$: only about 5 percent of the dimers are dissociated. This is the ideal-gas value; real trimethylaluminium boils near 400 K at 1 bar, so the pure vapour in this state is close to condensation. The two limits of Eq.~\eqref{eq:alpha} describe the behaviour on either side:
\begin{align}
\kappa\ll4:&\qquad \alpha\approx\tfrac12\sqrt{\kappa}\;\propto\;p^{-1/2},\\
\kappa\gg4:&\qquad \alpha=\left(1+\frac4\kappa\right)^{-1/2}\approx1-\frac{2}{\kappa}.
\end{align}
The first is accurate at 1 bar, where $\tfrac12\sqrt{0.0110}=0.052$. The second is still rough at 0.001 bar: it predicts an undissociated fraction $2/\kappa=0.18$ in place of 0.14. Half of the dimers are dissociated when $\kappa=4\times\tfrac14/\tfrac34=\tfrac43$, that is, at $p=\tfrac34Kp^\circ\approx0.008$ bar. The state asked for in (a) therefore lies on the dissociated side of the crossover, but not deep in the dilute limit.

\subsection*{(c) Which pressure is 0.001 bar?}

\paragraph{Rigid vessel.} Let $p_0=0.001$ bar be the pressure that one mole of undissociated dimer would exert in the volume $V$, so $p_0=RT/V$ with $RT$ taken for one mole. At fixed volume each partial pressure is proportional to its own amount:
\begin{equation}
p_D=(1-\alpha)p_0,\qquad p_M=2\alpha p_0 .
\end{equation}
The total pressure $(1+\alpha)p_0$ now rises as dissociation proceeds. At fixed $T$ and $V$ the Helmholtz energy $A$ is minimal, and $dA=\mu_D\,dn_D+\mu_M\,dn_M$. The condition is again $2\mu_M=\mu_D$, so Eq.~\eqref{eq:K} still holds. With $\kappa_0=Kp^\circ/p_0$ it reads
\begin{equation}
\frac{4\alpha^2}{1-\alpha}=\kappa_0
\;\Rightarrow\;4\alpha^2+\kappa_0\alpha-\kappa_0=0
\;\Rightarrow\;
\alpha=\frac{-\kappa_0+\sqrt{\kappa_0^2+16\kappa_0}}{8},
\end{equation}
where the other root is negative. For $\kappa_0=10.996$,
\begin{equation}
\alpha=\frac{-10.996+17.229}{8}=0.779 .
\end{equation}
The final pressure is $1.779\times0.001=1.78\times10^{-3}$ bar. This higher pressure accounts for the lower dissociation: inserted as $p$ in Eq.~\eqref{eq:alpha}, it gives $\kappa=10.996/1.779=6.18$ and $\alpha=\sqrt{6.18/10.18}=0.779$. The answer of 86 percent thus belongs to a pressure of 0.001 bar at equilibrium, and the rigid-vessel reading gives 78 percent.

\paragraph{Carrier gas.} Add an ideal inert gas and let $p$ still denote $p_M+p_D$. Monomer and dimer share this pressure in the ratio $2\alpha:(1-\alpha)$, so Eq.~\eqref{eq:partial} is unchanged. The equilibrium condition $2\mu_M=\mu_D$ contains no carrier term, because the amount of carrier does not change in the reaction. Hence $\alpha$ is unchanged as long as $p$ is the same, for example when carrier is added to a rigid vessel. If carrier is added at fixed total pressure instead, $p$ falls and $\alpha$ rises. Minimizing the Gibbs energy of the full mixture at a total pressure of 1 bar, with enough carrier that $p=0.001$ bar, again gives $\alpha=0.856$. Pure precursor vapour at the same total pressure would have $\alpha=0.052$. The pressure to insert in Eq.~\eqref{eq:alpha} is therefore that of the precursor, not the total pressure of the gas stream.

\subsection*{(d) Sensitivity to the enthalpy}

Take the logarithm of Eq.~\eqref{eq:alpha} and differentiate:
\begin{equation}
\ln\alpha=\tfrac12\left[\ln\kappa-\ln(\kappa+4)\right],\qquad
\frac{d\ln\alpha}{d\ln\kappa}
=\frac12\left(1-\frac{\kappa}{\kappa+4}\right)
=\frac{1-\alpha^2}{2}.
\end{equation}
At fixed $T$, $p$ and $\Delta S^\circ$, $\ln\kappa$ depends on the enthalpy through the term $-\Delta H^\circ/RT$. Therefore
\begin{equation}
\frac{d\alpha}{d\Delta H^\circ}
=-\frac{\alpha(1-\alpha^2)}{2RT}
=-\frac{0.8563\times0.2667}{2\times3.3258\ \text{kJ/mol}}
=-0.034\ \text{per kJ/mol}.
\end{equation}
The full formula gives $\alpha=0.888$ for $\Delta H^\circ=84$ kJ/mol and $\alpha=0.819$ for 86 kJ/mol. The shifts, $+0.031$ and $-0.037$, lie on either side of the linear estimate because the slope itself changes with $\alpha$.

An error $\delta S$ in the entropy enters $\Delta G^\circ$ as $-T\,\delta S$. An entropy too large by 1 J/(mol K) thus acts like an enthalpy too small by 0.4 kJ/mol and raises $\alpha$ by about 0.013. The second digit of 86 percent is meaningful for the stated input values. For a real vapour it would require $\Delta G^\circ$ to be known to better than about 0.3 kJ/mol, the error that moves $\alpha$ by 0.01. An entropy of 180 or 170 J/(mol K) in place of 175 would give $\alpha=0.91$ or $0.78$.

The result also presupposes that the vapour has had time to reach equilibrium. If part of the precursor condenses or decomposes, or if further species take up a noticeable share of the aluminium, the balance $n_D=1-\alpha$, $n_M=2\alpha$ no longer accounts for all the original dimers. Equation~\eqref{eq:K} still links $p_M$ and $p_D$ as long as monomer and dimer are in equilibrium with each other, but $\alpha$ then describes only the aluminium that remains in these two gases.

\section*{Computed values}
\begin{verbatim}
Dissociation enthalpy: 85.0 kJ/mol
Dissociation entropy: 175.0 J/(mol K)
Temperature: 400.0 K
Precursor pressure p: 0.0010 bar
Gas constant R: 8.31446 J/(mol K)
RT: 3.3258 kJ/mol
T times entropy: 70.000 kJ/mol
Standard Gibbs energy: 15.000 kJ/mol
Standard Gibbs energy / RT: 4.5102 (no unit)
Equilibrium constant K: 0.010996 (no unit)
kappa = K p_std/p: 10.9961 (no unit)
alpha squared: 0.7333 (no unit)
alpha from Gibbs minimum: 0.8563 (no unit)
alpha from closed form: 0.8563 (no unit)
Dimers dissociated: 85.6 percent
Monomer partial pressure: 9.2259e-04 bar
Dimer partial pressure: 7.7407e-05 bar
Monomer mole fraction: 0.9226 (no unit)
alpha at p = 1 bar: 0.0524 (no unit)
alpha in rigid vessel, p0 = 0.0010 bar: 0.7792 (no unit)
Final pressure in rigid vessel: 1.7792e-03 bar
Total pressure with carrier gas: 1.0 bar
alpha with carrier gas, same p: 0.8563 (no unit)
Slope d(alpha)/dH: -0.0343 per kJ/mol
alpha for H = 84.0 kJ/mol: 0.8876 (no unit)
alpha for H = 86.0 kJ/mol: 0.8189 (no unit)
Largest gap, formula to minimum: 2e-08 (no unit)
\end{verbatim}
